**Restrained proton removal, hydronium reference and three-point integration**

The program tests $k_BT\ln10\,\mathrm{p}K_a=\Delta A_{AH}-\Delta A_{\rm H_3O^+}+k_BT\ln[3gc^\circ v_AC_A/(c_wv_wC_w)]$. Here $\Delta A$ is the integral of the mean deprotonation gap, $v$ the dummy volume, $C$ the restraint release factor, $g$ the site factor, $c_w$ the water concentration and $c^\circ=1$ mol/L. It asserts the proton counting by enumeration for one to three waters, the dummy volumes by Cartesian quadrature, and the model p$K_a$ against mass action with unrestrained partition functions; both routes give 4.726. It also asserts the relations between gap derivatives and cumulants, and that each Simpson error lies in the range allowed by the fourth derivative. The three-point rule gives 4.678 and the two-point rule 6.175. Fourier sums for periodic Gaussian charges confirm that the potential offset is equal for acid and hydronium in equal cells, while unequal cells leave 0.1108 eV. The leading finite-size term, evaluated from an Ewald constant asserted to be independent of the splitting parameter, is $-0.0531$ eV and does not cancel.

## Numerical check

```python
# Result under test: acidity from restrained proton removal,
#   kT ln10 pKa = dA_acid - dA_hydronium
#                 + kT ln[3 g c0 vA CA / (cw vw Cw)],
# dA = integral over eta of <gap>, gap = E_deprotonated - E_protonated,
# v = volume of the restrained dummy, C = <exp(V_r/kT)> in the restrained
# protonated state, g = site factor of the acid, cw = water concentration.
# Also tested: cancellation of the cell potential offset, and the error
# of the three-point (Simpson) rule, governed by the fifth gap cumulant.
# Energies in eV, lengths in nm, angles in rad unless stated otherwise.
import itertools
import math
import numpy as np
from scipy import constants as sc
from scipy.special import erfc, gammaln


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


T = 298.15
kT = sc.k * T / sc.e
pk_unit = kT * math.log(10)
ke = sc.e / (4 * math.pi * sc.epsilon_0) * 1e9
c0 = 1000 * sc.N_A * 1e-27
thermal_length = sc.h / math.sqrt(2 * math.pi * sc.m_p * sc.k * T) * 1e9
n_water, box = 32, 0.986
cw = n_water / box**3
show("temperature", T, "K", 2)
show("kT", kT, "eV", 5)
show("one pK unit", pk_unit, "eV", 5)
show("water molecules in cell", n_water, "", 0)
show("cell edge", box, "nm", 3)
show("water concentration", cw / c0, "mol/L", 2)

# Counting of identical protons: brute-force assignment to oxygens.
for n in (1, 2, 3):
    counts = []
    for n_h in (2 * n, 2 * n + 1):
        target = sorted([2] * (n - 1) + [2 + n_h - 2 * n])
        counts.append(sum(
            sorted(a.count(i) for i in range(n)) == target
            for a in itertools.product(range(n), repeat=n_h)))
    ratio = (counts[1] / math.factorial(2 * n + 1)
             / (counts[0] / math.factorial(2 * n)))
    assert abs(ratio - n / 3) < 1e-12

# Model: solvent coordinate x, proton bond length d and angle th.
S, CUBIC, QUARTIC, P = 2.0, 0.4, 0.4, 2.0
acid = dict(q=0, W=12.25, kb=4000., d0=0.098, ka=3.0, t0=1.92, h=10.,
            krb=2000., dr=0.100, kra=1.5, tr=1.92)
hydronium = dict(q=1, W=10.0, kb=3600., d0=0.100, ka=2.5, t0=1.95, h=10.,
                 krb=2500., dr=0.100, kra=2.0, tr=1.95)
x1 = np.linspace(-2.0, 1.8, 96)
d1 = np.linspace(0.068, 0.132, 56)
t1 = np.linspace(0.86, 3.02, 56)
x, d, th = x1[:, None, None], d1[None, :, None], t1[None, None, :]
dx = x1[1] - x1[0]
proton_measure = (2 * math.pi * d**2 * np.sin(th)
                  * (d1[1] - d1[0]) * (t1[1] - t1[0]))


def energies(s):
    solvent = S * x**2 / 2 + CUBIC * x**3 / 3 + QUARTIC * x**4 / 4
    prot = (solvent + s["q"] * P * x + s["kb"] * (d - s["d0"])**2 / 2
            + s["ka"] * (th - s["t0"])**2 / 2 + s["h"] * x * (d - s["d0"]))
    dep = solvent + (s["q"] - 1) * P * x + s["W"]
    restraint = (s["krb"] * (d - s["dr"])**2 / 2
                 + s["kra"] * (th - s["tr"])**2 / 2)
    return prot, dep, restraint


def log_integral(energy, measure):
    low = energy.min()
    return -low / kT + math.log(np.sum(measure * np.exp(-(energy - low) / kT)))


def gap_cumulants(s, eta):
    prot, dep, restraint = s["E"]
    total = (1 - eta) * prot + eta * dep + restraint
    w = proton_measure * np.exp(-(total - total.min()) / kT)
    w /= w.sum()
    gap = dep - prot
    mean = np.sum(w * gap)
    c = gap - mean
    c2 = c * c
    m2, m3 = np.sum(w * c2), np.sum(w * c2 * c)
    m5 = np.sum(w * c2 * c2 * c)
    return mean, m2, m3, m5 - 10 * m2 * m3


def cartesian_dummy_volume(s, axis):
    axis = np.array(axis) / np.linalg.norm(axis)
    g = np.arange(-66, 67) * 0.002 + 0.0003
    X, Y, Z = g[:, None, None], g[None, :, None], g[None, None, :]
    r = np.sqrt(X**2 + Y**2 + Z**2)
    cosine = np.clip((axis[0] * X + axis[1] * Y + axis[2] * Z) / r, -1, 1)
    v = (s["krb"] * (r - s["dr"])**2
         + s["kra"] * (np.arccos(cosine) - s["tr"])**2) / 2
    return np.sum(np.exp(-v / kT)) * 0.002**3


nodes, weights = np.polynomial.legendre.leggauss(16)
nodes, weights = (nodes + 1) / 2, weights / 2
for name, s in (("acid", acid), ("hydronium", hydronium)):
    s["E"] = prot, dep, restraint = energies(s)
    s["v"] = np.sum(proton_measure * np.exp(-restraint / kT))
    for axis in ((0, 0, 1), (1, 2, -0.7)):
        assert abs(cartesian_dummy_volume(s, axis) / s["v"] - 1) < 1e-5
    ln_z1r = log_integral(prot + restraint, proton_measure * dx)
    ln_z0r = log_integral(dep + restraint, proton_measure * dx)
    exact = -kT * (ln_z0r - ln_z1r)
    s["dA"] = sum(w * gap_cumulants(s, e)[0] for e, w in zip(nodes, weights))
    assert abs(s["dA"] - exact) < 1e-7
    wr = proton_measure * np.exp(-(prot + restraint
                                   - (prot + restraint).min()) / kT)
    s["C"] = np.sum(wr * np.exp(restraint / kT)) / wr.sum()
    f0, fh, f1 = (gap_cumulants(s, e)[0] for e in (0, 0.5, 1))
    s["two"], s["three"] = (f0 + f1) / 2, (f0 + 4 * fh + f1) / 6

    # Derivatives of the mean gap against cumulants.
    step = 0.02
    f = [gap_cumulants(s, 0.5 + j * step)[0] for j in (-2, -1, 0, 1, 2)]
    mid = gap_cumulants(s, 0.5)
    fourth = np.array([gap_cumulants(s, e)[3] / kT**4
                       for e in np.linspace(0, 1, 41)])
    slope = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * step)
    bend = (-f[0] + 16 * f[1] - 30 * f[2] + 16 * f[3] - f[4]) / (12 * step**2)
    fd4 = (f[0] - 4 * f[1] + 6 * f[2] - 4 * f[3] + f[4]) / step**4
    assert abs(slope + mid[1] / kT) < 1e-4
    assert abs(bend - mid[2] / kT**2) < 1e-3
    assert abs(fd4 - mid[3] / kT**4) < 0.01 * np.abs(fourth).max()
    # The Simpson error must equal -f''''/2880 somewhere on the path.
    implied = -2880 * (exact - s["three"])
    slack = 0.01 * np.abs(fourth).max()
    assert fourth.min() - slack <= implied <= fourth.max() + slack
    assert abs(s["three"] - exact) < abs(s["two"] - exact)

    show(f"{name} mean gap at eta=0", f0, "eV")
    show(f"{name} mean gap at eta=1/2", fh, "eV")
    show(f"{name} mean gap at eta=1", f1, "eV")
    show(f"{name} two-point integral", s["two"], "eV")
    show(f"{name} three-point integral", s["three"], "eV")
    show(f"{name} full integral", s["dA"], "eV")
    show(f"{name} second derivative of gap at eta=1/2", bend, "eV")
    show(f"{name} fourth derivative, minimum", fourth.min(), "eV", 3)
    show(f"{name} fourth derivative, maximum", fourth.max(), "eV", 3)
    show(f"{name} fourth derivative implied by error", implied, "eV", 3)
    show(f"{name} dummy volume", s["v"] * 1e6, "1e-6 nm^3", 2)
    show(f"{name} restraint release factor C", s["C"])

g_acid = 1
constant = kT * math.log(3 * g_acid * c0 * acid["v"] * acid["C"]
                         / (cw * hydronium["v"] * hydronium["C"]))
pka = {key: (acid[key] - hydronium[key] + constant) / pk_unit
       for key in ("two", "three", "dA")}

# Mass action from unrestrained partition functions, acid at 0.1 mol/L.
n_acid = 1000
volume = n_acid / (0.1 * c0)
ln_z = {}
for name, s in (("acid", acid), ("hydronium", hydronium)):
    ln_z[name] = (log_integral(s["E"][0], proton_measure * dx)
                  - 3 * math.log(thermal_length)
                  - log_integral(s["E"][1], dx))
ln_kappa = (-math.log(g_acid) - ln_z["acid"] + ln_z["hydronium"]
            + math.log(cw * volume / 3))
m = np.arange(n_acid + 1)
log_w = m * ln_kappa - 2 * gammaln(m + 1) - gammaln(n_acid - m + 1)
w = np.exp(log_w - log_w.max())
ka = np.sum(m**2 * w) / np.sum((n_acid - m) * w) / (volume * c0)
pka_mass_action = -math.log10(ka)
assert abs(pka_mass_action - pka["dA"]) < 1e-5

customary = kT * math.log(c0 * thermal_length**3)
show("counting and restraint constant", constant, "eV")
show("pKa, two-point", pka["two"], "", 3)
show("pKa, three-point", pka["three"], "", 3)
show("pKa, full integral", pka["dA"], "", 3)
show("pKa, mass action", pka_mass_action, "", 3)
show("proton thermal wavelength", thermal_length, "nm")
show("customary constant kT ln(c0 Lambda^3)", customary, "eV")
show("customary constant in pK units", customary / pk_unit, "", 3)
show("pKa, full integral with customary constant",
     (acid["dA"] - hydronium["dA"] + customary) / pk_unit, "", 3)
show("pKa of hydronium from counting", -math.log10(cw / c0), "", 3)

# Two angles to two moving anchors: the dummy volume depends on geometry.
tg = (np.arange(600) + 0.5)[:, None] * math.pi / 600
pg = (np.arange(600) + 0.5)[None, :] * 2 * math.pi / 600
solid = []
for anchor in np.radians([100, 115]):
    c2 = np.clip(np.sin(anchor) * np.sin(tg) * np.cos(pg)
                 + np.cos(anchor) * np.cos(tg), -1, 1)
    v = (tg - 1.95)**2 + (np.arccos(c2) - 1.95)**2
    solid.append(np.sum(np.sin(tg) * np.exp(-v / kT)))
two_angle_shift = kT * math.log(solid[1] / solid[0])
assert abs(two_angle_shift) > 0.05 * kT
show("two-angle restraint, kT ln(v(115 deg)/v(100 deg))",
     two_angle_shift, "eV")

# One harmonic proton mode: soft restraints spoil the three-point rule.
mode_errors = []
for s_ratio in (1.0, 0.5, 0.05):
    y = np.arange(-10 / math.sqrt(s_ratio), 10 / math.sqrt(s_ratio), 0.05)
    means, norms = [], []
    for eta in (0, 0.5, 1):
        wy = np.exp(-(1 - eta + s_ratio) * y**2 / 2)
        norms.append(wy.sum())
        means.append(-kT * np.sum(wy * y**2) / (2 * norms[-1]))
        assert abs(means[-1] + kT / (2 * (1 - eta + s_ratio))) < 1e-8
    exact = -kT * math.log(norms[2] / norms[0])
    assert abs(exact + kT / 2 * math.log((1 + s_ratio) / s_ratio)) < 1e-8
    mode_errors.append((means[0] + 4 * means[1] + means[2]) / 6 - exact)
    show(f"three-point error per mode, k_r/k_b={s_ratio}",
         mode_errors[-1] * 1000, "meV", 3)
assert abs(mode_errors[0]) < abs(mode_errors[1]) < abs(mode_errors[2])


# Offset test: periodic cells of Gaussian charges, k=0 term dropped.
def cell_energy(edge, charges):
    k = 2 * math.pi / edge * np.arange(-40, 41)
    k2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
    k2[40, 40, 40] = np.inf
    rho = 0
    for q, width, pos in charges:
        a, b, c = (np.exp(-1j * k * p - (k * width)**2 / 2) for p in pos)
        rho = rho + q * a[:, None, None] * b[None, :, None] * c[None, None, :]
    return 2 * math.pi * ke / edge**3 * np.sum(np.abs(rho)**2 / k2)


rng = np.random.default_rng(3)
core_q, core_w, cloud_w = 6.0, 0.02, 0.045


def gap_shift(edge, solute):
    centre = np.full(3, edge / 2)
    rest = [(q, 0.02, centre + np.array(p)) for q, p in solute]
    proton = [(1.0, 0.02, centre + np.array([0.1, 0, 0]))]
    shells = []
    for corner in itertools.product((0, 0.5), repeat=3):
        if sum(corner) < 1.5:
            pos = np.array(corner) * edge + rng.uniform(-0.05, 0.05, 3)
            shells += [(core_q, core_w, pos), (-core_q, cloud_w, pos)]
    gaps = [cell_energy(edge, rest + extra)
            - cell_energy(edge, rest + proton + extra)
            for extra in ([], shells)]
    return gaps[1] - gaps[0]


anion = [(-1.0, (0, 0, 0))]
water = [(-0.8, (0, 0, 0)), (0.4, (-0.05, 0.08, 0)), (0.4, (-0.05, -0.08, 0))]
shift_acid = gap_shift(box, anion)
shift_hyd = gap_shift(box, water)
shift_other = gap_shift(1.05, water)
predicted = 7 * core_q * (cloud_w**2 - core_w**2) * 2 * math.pi * ke / box**3
assert abs(shift_acid - predicted) < 1e-6
assert abs(shift_hyd - predicted) < 1e-6
assert abs(shift_acid - shift_other) > 0.05
show("offset in acid gap", shift_acid, "eV")
show("offset in hydronium gap, same cell", shift_hyd, "eV")
show("offset in hydronium gap, cell edge 1.05 nm", shift_other, "eV")
show("uncancelled offset for unequal cells", shift_acid - shift_other, "eV")


# Leading finite-size term from the cubic lattice constant xi.
def lattice_constant(alpha):
    total = -math.pi / alpha**2 - 2 * alpha / math.sqrt(math.pi)
    for n in itertools.product(range(-6, 7), repeat=3):
        n2 = n[0]**2 + n[1]**2 + n[2]**2
        if n2:
            r = math.sqrt(n2)
            total += erfc(alpha * r) / r
            total += math.exp(-math.pi**2 * n2 / alpha**2) / (math.pi * n2)
    return -total


xi = lattice_constant(2.0)
assert abs(xi - lattice_constant(3.0)) < 1e-9
permittivity = 78.0
finite_size = -xi * ke / (permittivity * box)
show("lattice constant xi", xi)
show("relative permittivity, rough input", permittivity, "", 0)
show("leading finite-size term in the difference", finite_size, "eV")
show("same in pK units", finite_size / pk_unit, "", 2)
print("all good")
```

Output:

```
temperature: 298.15 K
kT: 0.02569 eV
one pK unit: 0.05916 eV
water molecules in cell: 32
cell edge: 0.986 nm
water concentration: 55.43 mol/L
acid mean gap at eta=0: 12.2446 eV
acid mean gap at eta=1/2: 11.3441 eV
acid mean gap at eta=1: 10.6134 eV
acid two-point integral: 11.4290 eV
acid three-point integral: 11.3724 eV
acid full integral: 11.3740 eV
acid second derivative of gap at eta=1/2: 0.7616 eV
acid fourth derivative, minimum: -109.566 eV
acid fourth derivative, maximum: -2.684 eV
acid fourth derivative implied by error: -4.545 eV
acid dummy volume: 172.75 1e-6 nm^3
acid restraint release factor C: 1.6412
hydronium mean gap at eta=0: 12.0047 eV
hydronium mean gap at eta=1/2: 11.0355 eV
hydronium mean gap at eta=1: 9.9707 eV
hydronium two-point integral: 10.9877 eV
hydronium three-point integral: 11.0196 eV
hydronium full integral: 11.0183 eV
hydronium second derivative of gap at eta=1/2: -0.4676 eV
hydronium fourth derivative, minimum: -13.057 eV
hydronium fourth derivative, maximum: 6.900 eV
hydronium fourth derivative implied by error: 3.569 eV
hydronium dummy volume: 132.54 1e-6 nm^3
hydronium restraint release factor C: 2.2358
counting and restraint constant: -0.0761 eV
pKa, two-point: 6.175
pKa, three-point: 4.678
pKa, full integral: 4.726
pKa, mass action: 4.726
proton thermal wavelength: 0.1007 nm
customary constant kT ln(c0 Lambda^3): -0.1899 eV
customary constant in pK units: -3.211
pKa, full integral with customary constant: 2.801
pKa of hydronium from counting: -1.744
two-angle restraint, kT ln(v(115 deg)/v(100 deg)): 0.0067 eV
three-point error per mode, k_r/k_b=1.0: -0.017 meV
three-point error per mode, k_r/k_b=0.5: -0.161 meV
three-point error per mode, k_r/k_b=0.05: -21.321 meV
offset in acid gap: 0.6442 eV
offset in hydronium gap, same cell: 0.6442 eV
offset in hydronium gap, cell edge 1.05 nm: 0.5334 eV
uncancelled offset for unequal cells: 0.1108 eV
lattice constant xi: 2.8373
relative permittivity, rough input: 78
leading finite-size term in the difference: -0.0531 eV
same in pK units: -0.90
all good
```
